# Ewald Decomposition of the KKR Structure Constants

## An on-site term that appears for one angular momentum

Take a body-centred cubic lattice with lattice constant $a=6$ bohr, energy $E=0.5$ Ry and Bloch vector $\mathbf k=(2\pi/a)(0.10,0.25,0.40)$. Its structure constants can be computed from two rapidly convergent sums, one over reciprocal vectors and one over the lattice vectors $\mathbf R\neq0$, with a free parameter $\eta$ dividing the work between them. For $(l,m)=(2,0)$ the two sums add to $0.12856$ bohr$^{-1}$ at $\eta=0.5$, 1 and 2 Ry alike. For $(0,0)$ their total changes by $0.190$ bohr$^{-1}$ between $\eta=0.5$ and 2 Ry, more than the structure constant itself, which is $0.158$ bohr$^{-1}$. Something is missing for $l=0$ that is not missing for $l=2$. The derivation below identifies it as the contribution of the site at the origin.

### The Green function and the definition of $D_L$

We use Rydberg units, $\hbar^2/2m=1$, with lengths in bohr and $E=\kappa^2$. There is one site per cell of volume $\Omega$, at the lattice vectors $\mathbf R$. Let $\mathbf q=\mathbf K+\mathbf k$, where $\mathbf K$ runs over the reciprocal lattice, and $q=|\mathbf q|$. We assume $E\neq0$ and $E\neq q^2$ for every $\mathbf q$. For $E$ not positive, $\kappa$ is the root with positive imaginary part.

The free-electron Bloch Green function is

$$G(\mathbf r)=\frac1\Omega\sum_{\mathbf K}\frac{e^{i\mathbf q\cdot\mathbf r}}{E-q^2}. \tag{1}$$

This series does not converge absolutely, and we read it as a distribution, defined by its Fourier coefficients. Since $(\nabla^2+E)e^{i\mathbf q\cdot\mathbf r}=(E-q^2)e^{i\mathbf q\cdot\mathbf r}$,

$$(\nabla^2+E)G=\frac1\Omega\sum_{\mathbf K}e^{i\mathbf q\cdot\mathbf r}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,\delta(\mathbf r-\mathbf R). \tag{2}$$

The last equality holds because the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ in the right-hand side is $\Omega^{-1}\int_{\rm cell}e^{-i\mathbf q\cdot\mathbf r}\delta(\mathbf r)\,d^3r=1/\Omega$. Thus $G$ is the wave field of point sources on all sites, with Bloch phases.

Near the origin the source is $\delta(\mathbf r)$. The function $-\cos(\kappa r)/(4\pi r)$ has the same source: away from $r=0$ it solves the Helmholtz equation, because $r$ times it is a cosine, and near $r=0$ it differs from $-1/(4\pi r)$, whose Laplacian is $\delta(\mathbf r)$, by a term of order $r$ that carries no delta function. Therefore

$$F(\mathbf r)=G(\mathbf r)+\frac{\cos\kappa r}{4\pi r} \tag{3}$$

satisfies $(\nabla^2+E)F=0$ and is smooth for $r<R_{\min}$, the nearest-neighbour distance. Its projection on a spherical harmonic $Y_L$, $L=(l,m)$, obeys the radial Helmholtz equation and is bounded at $r=0$, so it is a multiple of $j_l(\kappa r)$. The structure constants are these multiples, with a factor $i^l$ taken out:

$$F(\mathbf r)=\sum_L i^l D_L\,j_l(\kappa r)\,Y_L(\hat{\mathbf r}),\qquad r<R_{\min}. \tag{4}$$

The $Y_L$ are complex and orthonormal. The choice of singular function matters. From $-\cos\kappa r=-e^{i\kappa r}+i\sin\kappa r$,

$$-\frac{\cos\kappa r}{4\pi r}=-\frac{e^{i\kappa r}}{4\pi r}+\frac{i\kappa}{4\pi}\,j_0(\kappa r).$$

Subtracting the outgoing wave instead would therefore add $(i\kappa/4\pi)/Y_{00}=i\kappa/\sqrt{4\pi}$ to $D_{00}$ and leave the other $D_L$ unchanged.

### Splitting the Green function

For any number $A\neq0$, integration gives $\int_0^{1/\eta}e^{-At}dt=(1-e^{-A/\eta})/A$. With $A=q^2-E$ and $\eta>0$ this reads

$$\frac1{q^2-E}=\frac{e^{-(q^2-E)/\eta}}{q^2-E}+\int_0^{1/\eta}e^{-(q^2-E)t}\,dt. \tag{5}$$

The interval is finite, so (5) holds for either sign of $q^2-E$. No continuation from negative energy is needed, even though in the example one $\mathbf q$ has $q^2=0.255$ Ry, below $E$.

The first term of (5) makes the reciprocal sum converge like a Gaussian. The second decays slowly with $q$, and we transfer it to real space. Let $g_t(\mathbf r)=(4\pi t)^{-3/2}e^{-r^2/4t}$, whose Fourier integral is $\int e^{-i\mathbf q\cdot\mathbf r}g_t\,d^3r=e^{-q^2t}$. The sum $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}g_t(\mathbf r-\mathbf R)$ has Bloch form, and its coefficient of $e^{i\mathbf q\cdot\mathbf r}$ is

$$\frac1\Omega\int_{\rm cell}e^{-i\mathbf q\cdot\mathbf r}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}g_t(\mathbf r-\mathbf R)\,d^3r=\frac1\Omega\int_{\text{all space}}e^{-i\mathbf q\cdot\mathbf x}g_t(\mathbf x)\,d^3x=\frac{e^{-q^2t}}\Omega.$$

Here $\mathbf r=\mathbf x+\mathbf R$, and $e^{-i\mathbf q\cdot\mathbf R}=e^{-i\mathbf k\cdot\mathbf R}$ cancels the Bloch phase. Hence

$$\frac1\Omega\sum_{\mathbf K}e^{i\mathbf q\cdot\mathbf r-q^2t}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,\frac{e^{-|\mathbf r-\mathbf R|^2/4t}}{(4\pi t)^{3/2}}. \tag{6}$$

Multiply by $e^{Et}$ and integrate over $0<t<1/\eta$. Space and $t$ integrals may be interchanged, since $\int_0^{1/\eta}\!dt\,|e^{Et}|\int g_t\,d^3r$ is finite. The resulting real-space sum therefore has the Fourier coefficients given by the second term of (5), and away from the sites it is an ordinary smooth function.

Now put $t=1/(4s^2)$. Then

$$dt=-\frac{ds}{2s^3},\qquad (4\pi t)^{-3/2}=\frac{s^3}{\pi^{3/2}},\qquad \frac{\rho^2}{4t}=s^2\rho^2,\qquad Et=\frac{E}{4s^2}.$$

The limits $t=0$ and $t=1/\eta$ become $s=\infty$ and $s=\sqrt\eta/2$, and the minus sign reverses their order. Since $G$ contains $1/(E-q^2)=-1/(q^2-E)$, we obtain $G=G_1+G_2$ with

$$G_1=\frac1\Omega\sum_{\mathbf K}\frac{e^{(E-q^2)/\eta}}{E-q^2}\,e^{i\mathbf q\cdot\mathbf r}, \tag{7}$$

$$G_2=-\frac1{2\pi^{3/2}}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\int_{\sqrt\eta/2}^\infty e^{-s^2|\mathbf r-\mathbf R|^2+E/4s^2}\,ds. \tag{8}$$

The physical content follows from applying $\nabla^2+E$ to (7) and using (6) at $t=1/\eta$:

$$(\nabla^2+E)G_1=e^{E/\eta}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}g_{1/\eta}(\mathbf r-\mathbf R). \tag{9}$$

So $G_1$ is the field of Gaussian sources, and $G_2$ is the field of the point sources minus those Gaussians.

### Why the limit $r\to0$ is taken

By (9), neither part solves the source-free equation near the origin. The projection of $G_1$ divided by $j_l(\kappa r)$ consequently depends in general on $r$, and so does that of $G_2$, unless the projection vanishes by symmetry. For $L=(2,0)$ and $\eta=1$ Ry the two quotients at $r=1.8$ bohr are $0.12938$ and $-0.00082$ bohr$^{-1}$. As $r\to0$ they become $0.12876$ and $-0.00020$ bohr$^{-1}$. Both pairs add to $0.12856$ bohr$^{-1}$.

Because the total is constant, it may be evaluated at any radius $r<R_{\min}$ where $j_l(\kappa r)\neq0$, and $r\to0$ gives the simplest expressions. With $j_l(x)\to x^l/(2l+1)!!$, equation (4) yields

$$D_L=\lim_{r\to0}\frac{(2l+1)!!}{(\kappa r)^l}\,(-i)^l\!\int Y_L^*(\hat{\mathbf r})\,F(\mathbf r)\,d\Omega_r. \tag{10}$$

We apply this operation separately to $G_1$, to the terms $\mathbf R\neq0$ of $G_2$, and to the term $\mathbf R=0$ together with $\cos(\kappa r)/(4\pi r)$. Each limit exists, so their sum is $D_L$.

### The reciprocal sum $D^{(1)}$

The plane-wave expansion is

$$e^{i\mathbf q\cdot\mathbf r}=4\pi\sum_L i^l j_l(qr)\,Y_L(\hat{\mathbf r})\,Y_L^*(\hat{\mathbf q}). \tag{11}$$

The operation in (10) turns $e^{i\mathbf q\cdot\mathbf r}$ into

$$\frac{(2l+1)!!}{(\kappa r)^l}\,4\pi j_l(qr)\,Y_L^*(\hat{\mathbf q})\;\to\;4\pi\left(\frac q\kappa\right)^l Y_L^*(\hat{\mathbf q}),$$

where $(-i)^l i^l=1$. The limit may be taken inside the sum because $|j_l(x)|\le x^l/(2l+1)!!$ for real $x\ge0$, while the Gaussian in (7) makes $\sum q^l e^{-q^2/\eta}$ finite. Thus

$$D^{(1)}_L=\frac{4\pi}\Omega\,\kappa^{-l}e^{E/\eta}\sum_{\mathbf K}\frac{q^l e^{-q^2/\eta}}{E-q^2}\,Y_L^*(\hat{\mathbf q}). \tag{12}$$

When real $E$ approaches some $q^2>0$, the exponentials in that term cancel and $q/\kappa\to1$. Its divergent part is $(4\pi/\Omega)Y_L^*(\hat{\mathbf q})/(E-q^2)$, whatever the value of $\eta$; the finite remainder still depends on $\eta$. These poles are the free-electron levels, where the Green function itself does not exist. If $E$ comes from below the real axis, the chosen root tends to $-q$ and the divergent part gains a factor $(-1)^l$. A term with $q=0$, present when $\mathbf k=0$, contributes only for $l=0$.

### The sum over other sites $D^{(2)}$

For $\mathbf R\neq0$ write $|\mathbf r-\mathbf R|^2=r^2+R^2-2\mathbf r\cdot\mathbf R$. The factor $e^{2s^2\mathbf r\cdot\mathbf R}$ follows from (11), whose radial argument $qr$ may be replaced by any complex number because both sides are entire functions of it. Setting it to $-ix$ with $x=2s^2rR$, and defining the modified function by $j_l(-ix)=(-i)^l i_l(x)$, we get

$$e^{2s^2\mathbf r\cdot\mathbf R}=4\pi\sum_L i_l(2s^2rR)\,Y_L(\hat{\mathbf r})\,Y_L^*(\hat{\mathbf R}),\qquad i_l(x)\to\frac{x^l}{(2l+1)!!}. \tag{13}$$

There is no $i^l$ here to cancel the $(-i)^l$ in (10), so that factor survives. The operation gives

$$e^{-s^2|\mathbf r-\mathbf R|^2}\;\to\;(-i)^l\,4\pi\left(\frac{2s^2R}\kappa\right)^l e^{-s^2R^2}\,Y_L^*(\hat{\mathbf R}).$$

The limit may be taken under the integral and sum: $i_l(x)\le x^le^x/(2l+1)!!$, and for $r<R_{\min}/4$ the exponent $-s^2R^2+2s^2rR$ is below $-s^2R^2/2$. The numerical factor is $-4\pi\,2^l/(2\pi^{3/2})=-2^{l+1}/\sqrt\pi$, so

$$D^{(2)}_L=-\frac{2^{l+1}}{\sqrt\pi}(-i)^l\kappa^{-l}\sum_{\mathbf R\neq0}R^l e^{i\mathbf k\cdot\mathbf R}\,Y_L^*(\hat{\mathbf R})\int_{\sqrt\eta/2}^\infty s^{2l}e^{-s^2R^2+E/4s^2}\,ds. \tag{14}$$

### The on-site term $D^{(3)}$

The term $\mathbf R=0$ in (8) depends on $r$ alone, as does $\cos(\kappa r)/(4\pi r)$. Their projections vanish for every $l>0$. For $l=0$, $\int Y_{00}^*\,d\Omega=\sqrt{4\pi}$, and (10) gives

$$D^{(3)}_{00}=\sqrt{4\pi}\,\lim_{r\to0}\left[\frac{\cos\kappa r}{4\pi r}-\frac{J(r)}{2\pi^{3/2}}\right],\qquad J(r)=\int_b^\infty e^{-s^2r^2+E/4s^2}ds,\quad b=\frac{\sqrt\eta}2. \tag{15}$$

$J$ diverges as $r\to0$ because its integrand tends to 1 at large $s$. We separate that part with $e^{E/4s^2}=1+(e^{E/4s^2}-1)$. The first piece is

$$\int_b^\infty e^{-s^2r^2}ds=\int_0^\infty e^{-s^2r^2}ds-\int_0^b e^{-s^2r^2}ds=\frac{\sqrt\pi}{2r}-b+O(r^2).$$

In the second piece the bracket falls off as $1/s^2$, so the limit can be taken under the integral:

$$\int_b^\infty\left(e^{E/4s^2}-1\right)ds=\sum_{n=1}^\infty\frac{(E/4)^n}{n!}\int_b^\infty s^{-2n}ds=\sum_{n=1}^\infty\frac{(E/4)^n}{n!}\,\frac{b^{1-2n}}{2n-1}=b\sum_{n=1}^\infty\frac{(E/\eta)^n}{n!(2n-1)},$$

since $4b^2=\eta$. The $-b$ of the first piece is the missing $n=0$ term, because $1/(2\cdot0-1)=-1$. Hence

$$J(r)=\frac{\sqrt\pi}{2r}+b\sum_{n=0}^\infty\frac{(E/\eta)^n}{n!(2n-1)}+o(1).$$

Divided by $2\pi^{3/2}$, the first term is $1/(4\pi r)$, which cancels the pole of $\cos(\kappa r)/(4\pi r)$. The remaining factor is $-\sqrt{4\pi}\,b/(2\pi^{3/2})=-\sqrt\eta/(2\pi)$, and

$$D^{(3)}_L=-\delta_{l0}\,\frac{\sqrt\eta}{2\pi}\sum_{n=0}^\infty\frac{(E/\eta)^n}{n!\,(2n-1)}. \tag{16}$$

Together, (12), (14) and (16) give the decomposition

$$D_L=D^{(1)}_L+D^{(2)}_L+D^{(3)}_L. \tag{17}$$

The restriction to $l=0$ depends on expanding about a lattice site. In a crystal with several atoms per cell, the constants linking two sublattices need $G(\boldsymbol\tau+\mathbf r)$, where $\boldsymbol\tau$ is not a lattice vector. The reciprocal terms then gain $e^{i\mathbf q\cdot\boldsymbol\tau}$, and $\mathbf R$ is replaced by $\mathbf R-\boldsymbol\tau$ in (14) except in the Bloch phase, with the sum now running over all $\mathbf R$, including $\mathbf R=0$. No distance vanishes, no singular function is subtracted, and there is no third term.

### How the dependence on $\eta$ cancels

The opening observation can now be followed term by term. For $L=(0,0)$, differentiate (12) with $Y_{00}=1/\sqrt{4\pi}$. The derivative of $e^{(E-q^2)/\eta}$ supplies $-(E-q^2)/\eta^2$, which removes the denominator, and (6) at $t=1/\eta$ then gives

$$\frac{dD^{(1)}_{00}}{d\eta}=-\frac{\sqrt{4\pi}}{\eta^2}\,e^{E/\eta}\,\frac1\Omega\sum_{\mathbf K}e^{-q^2/\eta}=-\frac{e^{E/\eta}}{4\pi\sqrt\eta}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}e^{-\eta R^2/4}. \tag{18}$$

In (14) only the lower limit depends on $\eta$, with $db/d\eta=1/(4\sqrt\eta)$. The prefactor is $-(2/\sqrt\pi)/\sqrt{4\pi}=-1/\pi$, so $dD^{(2)}_{00}/d\eta$ equals minus the terms $\mathbf R\neq0$ of (18). From (16),

$$\frac{dD^{(3)}_{00}}{d\eta}=-\frac1{2\pi}\sum_n\frac{E^n\left(\tfrac12-n\right)\eta^{-1/2-n}}{n!(2n-1)}=\frac{e^{E/\eta}}{4\pi\sqrt\eta}, \tag{19}$$

which cancels the term $\mathbf R=0$. The on-site term compensates the part of the Gaussian source centred on the origin.

### The example in numbers

At $\eta=1$ Ry the series in (16) has argument $E/\eta=0.5$:

$$D^{(3)}_{00}=-\frac1{2\pi}\left(-1+0.5+0.04167+0.00417+0.00037+\dots\right)=0.0722\ \text{bohr}^{-1}.$$

In $D^{(1)}_{00}$ the lowest level, $q^2=0.25496$ Ry, is the one term with $E>q^2$. It contributes

$$\frac{\sqrt{4\pi}}{108}\,\frac{e^{0.24504}}{0.24504}=0.171\ \text{bohr}^{-1}.$$

All other terms are negative and reduce the sum to $0.0854$ bohr$^{-1}$. The parts, in bohr$^{-1}$, are:

| $L$ | $\eta$ (Ry) | $D^{(1)}$ | $D^{(2)}$ | $D^{(3)}$ | $D_L$ |
|---|---|---|---|---|---|
| (0,0) | 0.5 | 0.18281 | −0.00193 | −0.02330 | 0.15758 |
| (0,0) | 1 | 0.08540 | −0.00003 | 0.07222 | 0.15758 |
| (0,0) | 2 | −0.00876 | 0.00000 | 0.16634 | 0.15758 |
| (2,0) | 0.5 | 0.13908 | −0.01051 | 0 | 0.12856 |
| (2,0) | 1 | 0.12876 | −0.00020 | 0 | 0.12856 |
| (2,0) | 2 | 0.12856 | 0.00000 | 0 | 0.12856 |

The real-space sum shrinks rapidly with $\eta$ because its integrals start at $s=\sqrt\eta/2$, where the Gaussian is $e^{-\eta R^2/4}$. For the nearest neighbours, at $5.196$ bohr, this factor is $0.034$, $0.0012$ and $1.4\times10^{-6}$ for the three values of $\eta$; this shell sets the $(0,0)$ rows. It does not enter the $(2,0)$ rows, because $Y_{20}$ vanishes along the $(111)$ directions. There the leading shell is the second, at $6$ bohr, with factors $0.011$, $1.2\times10^{-4}$ and $1.5\times10^{-8}$. The price of a large $\eta$ is a longer reciprocal sum, since its terms carry $e^{-q^2/\eta}$.

### A check without Gaussians

When $\operatorname{Im}\kappa>0$, the field of each source decays exponentially and $G$ is the absolutely convergent sum of $-e^{i\mathbf k\cdot\mathbf R}e^{i\kappa|\mathbf r-\mathbf R|}/(4\pi|\mathbf r-\mathbf R|)$. For $r<R$ each wave is regular in $\mathbf r$ and outgoing in $\mathbf R$, and it depends on the directions through their mutual angle. It therefore has the form

$$\frac{e^{i\kappa|\mathbf r-\mathbf R|}}{4\pi|\mathbf r-\mathbf R|}=\sum_L c_l\,j_l(\kappa r)\,h^{(1)}_l(\kappa R)\,Y_L(\hat{\mathbf r})\,Y_L^*(\hat{\mathbf R}).$$

As $R\to\infty$ the left side tends to $e^{i\kappa R}e^{-i\kappa\mathbf r\cdot\hat{\mathbf R}}/(4\pi R)$, whose coefficient by (11) is $(-i)^l j_l(\kappa r)e^{i\kappa R}/R$. On the right, $h^{(1)}_l(\kappa R)\to(-i)^{l+1}e^{i\kappa R}/(\kappa R)$. Comparison gives $c_l=i\kappa$. The site $\mathbf R=0$, with the cosine of (3) added, leaves $-i\sin(\kappa r)/(4\pi r)=-(i\kappa/4\pi)j_0(\kappa r)$. Therefore

$$D_L=-i\kappa(-i)^l\sum_{\mathbf R\neq0}e^{i\mathbf k\cdot\mathbf R}h^{(1)}_l(\kappa R)\,Y_L^*(\hat{\mathbf R})-\delta_{l0}\frac{i\kappa}{\sqrt{4\pi}}. \tag{20}$$

For all $l\le4$, (17) agrees with (20) to better than $10^{-13}$ bohr$^{-1}$ at $E=-0.6$ Ry and at $E=0.5+0.6i$ Ry. At $E=0.5$ Ry, where (20) does not converge absolutely, the numerical check instead projects an independently computed $G$ on a sphere of radius 1.8 bohr; the largest difference from (17) is $4\times10^{-10}$ bohr$^{-1}$.

## Computed values

```
bcc lattice constant a = 6.0 bohr, cell volume = 108.0 bohr^3
k in units of 2pi/a = [0.1  0.25 0.4 ] ; E = 0.5 Ry
kappa = 0.707107 1/bohr
three lowest q^2 (Ry): [0.25496 1.0226  1.35159]
nearest-neighbour distance = 5.1962 bohr
vectors in Ewald sums: 1828 q, 410 R
Parts at eta = 1 Ry, in 1/bohr (real, imaginary):
 L=(0, 0) D1 +0.0853988 +0.0000000i | D2 -0.0000336 +0.0000000i
         D3 +0.0722187 | total +0.1575839 +0.0000000i
 L=(1, 0) D1 +0.2545959 +0.0000000i | D2 -0.0004465 +0.0000000i
         D3 +0.0000000 | total +0.2541494 +0.0000000i
 L=(2, 0) D1 +0.1287605 +0.0000000i | D2 -0.0001963 +0.0000000i
         D3 +0.0000000 | total +0.1285642 +0.0000000i
 L=(2, 1) D1 -0.0407157 +0.0623139i | D2 +0.0005400 -0.0016618i
         D3 +0.0000000 | total -0.0401757 +0.0606521i
 L=(3, 0) D1 -0.1051272 +0.0000000i | D2 -0.0074300 +0.0000000i
         D3 +0.0000000 | total -0.1125573 +0.0000000i
 L=(4, 0) D1 +0.2587829 +0.0000000i | D2 +0.0155251 +0.0000000i
         D3 +0.0000000 | total +0.2743079 +0.0000000i
 L=(4, 4) D1 -0.0346247 +0.0179712i | D2 +0.0056622 +0.0000000i
         D3 +0.0000000 | total -0.0289625 +0.0179712i
Dependence on eta (real parts, 1/bohr):
 L=(0, 0) eta=0.5 Ry: D1 +0.1828086 D2 -0.0019266 D3 -0.0232981 sum +0.1575839
 L=(0, 0) eta=1.0 Ry: D1 +0.0853988 D2 -0.0000336 D3 +0.0722187 sum +0.1575839
 L=(0, 0) eta=2.0 Ry: D1 -0.0087582 D2 -0.0000000 D3 +0.1663421 sum +0.1575839
 L=(2, 0) eta=0.5 Ry: D1 +0.1390762 D2 -0.0105120 D3 +0.0000000 sum +0.1285642
 L=(2, 0) eta=1.0 Ry: D1 +0.1287605 D2 -0.0001963 D3 +0.0000000 sum +0.1285642
 L=(2, 0) eta=2.0 Ry: D1 +0.1285643 D2 -0.0000001 D3 +0.0000000 sum +0.1285642
change of D1+D2, L=0, eta 0.5 to 2 Ry: 0.1896402 1/bohr
L=(2,0), eta=1 Ry, projections at r = 1.8 bohr divided by j_2, 1/bohr:
 reciprocal +0.1293794 real-space -0.0008152 sum +0.1285642
on-site integral at r = 0.001 bohr: 0.0722187 1/bohr
on-site closed form: 0.0722187 1/bohr
D_00 from sphere projection: +0.1575839 1/bohr
D_20 from sphere projection: +0.1285642 1/bohr
Largest deviations over all L with l <= 4, in 1/bohr:
 between eta values: 3.9e-15
 from sphere projection, E = 0.5 Ry: 3.8e-10
 from Hankel sum, E = -0.6 Ry: 3.9e-16
 from Hankel sum, E = (0.5+0.6j) Ry: 2.3e-14
largest deviation of split G(r) on sphere: 1.8e-11 1/bohr
R vectors in Hankel sum: 19794
```
